# Spin settings for donor pairs and decimation of random donor magnetism

A calculation on a semiconductor cell with several neutral donors asks for a spin state: a multiplicity, a fixed total magnetization, or a starting pattern of up and down moments. It is tempting to try a few patterns, keep the lowest, and read it as the magnetic state of the doped crystal. For randomly placed donors on the insulating side this is a poor use of the setting. A better one is to fix the spin of *pairs*, extract the exchange as a function of distance, and pass it to a spin model solved by Bhatt–Lee decimation. The analysis below shows what that gives, which errors in the exchange matter, and what to choose.

## What the spin setting must deliver

Each donor carries one electron with spin 1/2, and

$$H=\sum_{i<j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j ,\qquad J(r)=J_0e^{-\kappa r/a}>0 , \tag{1}$$

with $a$ the donor radius and $r$ the separation. Spins are in units of $\hbar$; positive $J$ is antiferromagnetic. For one pair of total spin $S$, $\mathbf S_1\cdot\mathbf S_2=\tfrac12[S(S+1)-\tfrac32]$, which is $-\tfrac34$ in the singlet and $+\tfrac14$ in the triplet. Hence $J=E_T-E_S$.

The triplet is easily obtained by fixing two parallel spins. The singlet needs care. A restricted determinant puts both electrons in the orbital $(\phi_1+\phi_2)/\sqrt2$. Multiplied out at negligible overlap, it has half its weight on $\phi_1\phi_1$ and $\phi_2\phi_2$, with both electrons on one donor, which is wrong for distant donors. A spin-polarized determinant with one spin up and one down avoids this, but it is not a singlet: in model (1) its energy is $-J/4$, since only $S^z_1S^z_2$ has an expectation value. The triplet lies at $+J/4$, so

$$J=2\,(E_T-E_{\uparrow\downarrow}) . \tag{2}$$

A correlated two-electron singlet needs no such correction.

The same count shows why one pattern of moments misrepresents a many-donor cell. A strongly coupled pair has energy $-3J/4$, while up–down moments reach $-J/4$. The pattern misses two thirds of the pair's exchange energy and shows static moments where there are none.

## Removing an antiferromagnetic pair

Let spins 1 and 2 have the strongest bond $J_{12}>0$. For later use let both have length $s$. Their coupling to the other spins is

$$V=\sum_i(J_{1i}\mathbf S_1+J_{2i}\mathbf S_2)\cdot\mathbf S_i .$$

In the singlet $|0\rangle$ the total spin vanishes, so $\mathbf S_2|0\rangle=-\mathbf S_1|0\rangle$ and

$$V|0\rangle=\sum_i d_i\,\mathbf S_1\cdot\mathbf S_i|0\rangle,\qquad d_i=J_{1i}-J_{2i}. \tag{3}$$

The first-order term vanishes because $\langle0|\mathbf S_1|0\rangle=0$. The states $S_1^\alpha|0\rangle$ form a vector and therefore have total spin 1. They lie above the singlet by $\tfrac12J_{12}[1\cdot2-0]=J_{12}$. Second-order perturbation theory, with the slow motion of the other spins neglected in the denominator, gives

$$H^{(2)}=-\frac1{J_{12}}\sum_{ij}d_id_j\sum_{\alpha\beta}S_i^\alpha S_j^\beta\langle0|S_1^\alpha S_1^\beta|0\rangle .$$

The singlet is isotropic, so the last factor is $\delta_{\alpha\beta}$ times a constant; summing over $\alpha=\beta$ fixes the constant as $s(s+1)/3$. Terms with $i=j$ are constants. Each pair $i\ne j$ occurs twice, hence

$$J'_{ij}=J_{ij}-\frac{2s(s+1)}{3}\frac{d_id_j}{J_{12}}\;\xrightarrow{\,s=1/2\,}\;J_{ij}-\frac{(J_{1i}-J_{2i})(J_{1j}-J_{2j})}{2J_{12}} . \tag{4}$$

If $i$ couples to spin 1 alone with strength $A$, and $j$ to spin 2 alone with strength $B$, then $d_id_j=-AB$ and the new bond is $+AB/2J_{12}$. If both couple to spin 1, it is $-AB/2J_{12}$, which is ferromagnetic.

## When a ferromagnetic bond is the strongest

A rule that removes antiferromagnetic pairs alone would leave such a bond in place. Should it exceed the next $J_{12}$, (4) can fail in two ways. If the bond ends on spin 1 or 2, $d_i/J_{12}$ is no longer small. If it joins two other spins that couple to the pair, their motion is too fast to be neglected in the denominator. The pair must instead be joined into a larger spin, which may later meet other spins.

Let the ground multiplet of a pair have spin $S\neq0$. Within it any vector operator is proportional to $\mathbf S$, so $\mathbf S_1\to c_1\mathbf S$. Squaring $\mathbf S_2=\mathbf S-\mathbf S_1$ gives $2\,\mathbf S_1\cdot\mathbf S=\mathbf S^2+\mathbf S_1^2-\mathbf S_2^2$, and therefore

$$J'_i=c_1J_{1i}+c_2J_{2i},\qquad c_1=\frac{S(S+1)+s_1(s_1+1)-s_2(s_2+1)}{2S(S+1)}, \tag{5}$$

with $c_2=1-c_1$. Two spins 1/2 joined to spin 1 have $c_1=c_2=\tfrac12$.

Bonds between unequal spins are ranked by the gap above the ground multiplet. Since $E(S)-E(S-1)=JS$, the gap is $J(|s_1-s_2|+1)$ for $J>0$ and $|J|(s_1+s_2)$ for $J<0$.

Rules (4) and (5) were tested against exact spectra of three and four spins, with outer couplings of at most a thousandth of the strong bond. The effective couplings agreed to a relative $1.5\times10^{-3}$, the size expected of the next order. In a random sample the ratios are not that small, so the whole procedure needs its own test, given below.

## From bonds to susceptibility

With $x=J/kT$, a pair has $\langle M^2\rangle=2/(3+e^x)$, where $M$ is the total $S^z$. Two free spins have $\tfrac12$. The surviving fraction of the moment is thus $\varphi(x)=4/(3+e^x)$. Decimation replaces this smooth function by a step at $x=c$. If $\ln J$ is evenly distributed, the total moment is preserved when $\varphi$ and the step have equal areas over $\ln x$. Integrating by parts from a small $x_0$, where $\varphi\to1$, the first area is $-\ln x_0-\int\varphi'\ln x\,dx$ and the second is $\ln c-\ln x_0$. Hence

$$\ln c=\int_0^\infty\frac{4e^x\ln x}{(3+e^x)^2}\,dx,\qquad c=1.31 . \tag{6}$$

The algorithm is then:

1. Place $N$ donors at random in a periodic box and fill the matrix $J_{ij}$, using nearest images.
2. Find the bond with the largest gap.
3. When that gap first falls below $ckT$, record the surviving spins for temperature $T$.
4. Remove a singlet with (4), or join the pair with (5), and return to step 2.

Each step costs of order $N^2$ operations and a full run of order $N^3$. Adding the Curie terms of the recorded spins gives

$$\chi=\frac{\mu_0n f(g\mu_B)^2}{4kT},\qquad f=\frac{4}{3N}\sum_{\rm surviving}S(S+1), \tag{7}$$

with $n$ the donor density and $g=2$. This is the donor-spin part; the diamagnetism of the host is separate. If $\chi\propto T^{-\alpha}$ locally, then $\alpha=1-d\ln f/d\ln T$. An exponent between zero and one means that moments keep disappearing on cooling, but more slowly than the factor $1/T$ grows.

## Why the exponent lies below one

An estimate follows if bonds are not renormalized and survivors are uncorrelated. Let $\nu(r)$ be the density left after all available pairs closer than $r$ have been removed, in order of distance. There are $\tfrac12\nu^2\,4\pi r^2dr$ pairs per volume in the next shell, and each removes two spins:

$$\frac{d\nu}{dr}=-4\pi r^2\nu^2\;\Rightarrow\;\frac1\nu=\frac1n+\frac{4\pi r^3}{3}\;\Rightarrow\; f=\frac1{1+v},\quad v=\frac{4\pi}{3}nr^3 . \tag{8}$$

At temperature $T$ the removal has reached $J(r)=ckT$, so $r=a\Lambda/\kappa$ with $\Lambda=\ln(J_0/ckT)$. Then $d\ln f/d\ln r=-3v/(1+v)$ and $d\ln r/d\ln T=-1/\Lambda$, which give

$$\alpha=1-\frac{3}{\Lambda}\,\frac{v}{1+v}. \tag{9}$$

For $v\ll1$ most donors have no partner within reach and the Curie law, $\alpha=1$, returns. For $v\gg1$, $\alpha\approx1-3/\Lambda$, which creeps back towards one as $T\to0$, while $f\propto\Lambda^{-3}$ still goes to zero. Within this estimate there is no true power law, but an effective exponent that varies logarithmically.

## Worked example: roughly phosphorus in silicon

Take $a=2.0$ nm, permittivity 11.7 and $n=5\times10^{17}$ cm$^{-3}$, so that $n^{-1/3}=12.6$ nm. The effective hartree $e^2/(4\pi\varepsilon_0\varepsilon a)$ is 61.5 meV, or 714 K.

Two-electron diagonalization for a hydrogenic pair gives splittings from $8.5\times10^{-2}$ effective hartree at $3a$ to $3.44\times10^{-5}$ at $8a$. In temperature units this is 61 K down to $714\times3.44\times10^{-5}=0.025$ K. A straight line through $\ln J$ at four distances gives $\kappa=1.57$ and $J_0/k\approx7800$ K, with a largest deviation of 0.15 in $\ln J$. Going from a double- to a triple-zeta basis changed $\ln J$ by at most 0.02. A larger uncontracted basis raises the splitting at $8a$ by a further 1%, to $3.47\times10^{-5}$, so its third digit is not converged; this is small beside the error of the straight line. The value of $J_0$ is an extrapolation to $r=0$ and not the exchange of a real close pair.

At $T=0.2$ K, $\Lambda=\ln[7819/(1.307\times0.2)]=10.3$, so $r=2.0\times10.3/1.569=13.1$ nm and $v=4.75$. Equation (9) gives

$$\alpha=1-\frac{3}{10.3}\times\frac{4.75}{5.75}=0.76 .$$

Decimation of 24 samples of 300 donors gives:

| $T$ (K) | $f$, full rules | $f$, bare bonds | $f$, eq. (8) |
|---|---|---|---|
| 2 | 0.264 | 0.267 | 0.310 |
| 0.2 | 0.126 | 0.135 | 0.174 |
| 0.02 | 0.060 | 0.077 | 0.103 |

With the full rules, $\chi$ rises from $5.2\times10^{-7}$ to $1.18\times10^{-5}$ (SI) between 2 and 0.02 K. That is a factor of 23, where free spins would give 100. The fitted exponent is $\alpha=0.682\pm0.014$, the error being that of sampling; the first and second dozen samples alone give about 0.64 and 0.71. The straight-line fit to $\ln J$ adds an error of its own: following the curvature of the computed $\ln J$ raises $\alpha$ by roughly 0.01 to 0.03, depending on the curve drawn through the four points.

The bare-bond runs use the same exchange law and cutoff as (8), so the excess of the last column over the third measures the neglected correlations between survivors, apart from sampling and the finite box. It reaches about a third at 0.02 K. The exponent suffers less: 0.73 for bare bonds against 0.76. Renormalized bonds freeze further spins and lower $\alpha$ to 0.68.

Equation (9) predicts a drift from 0.74 at 2 K to 0.79 at 0.02 K. The full rules do not show it: the upper and lower decades both give 0.68. With a sampling error of 0.014 over the whole range, and a larger one to be expected for half of it, a drift of a few hundredths between the decades is hard to resolve.

The procedure was tested on 80 samples of ten donors by exact thermal diagonalization of (1). From 0.02 to 5 K the mean $f$ differed by at most 0.021 in absolute terms. The largest relative difference was about 13% of the exact value, at 0.05 K (0.059 from decimation, 0.068 exact). This tests the joining rules and the cutoff together, but not the behaviour of large samples. For those, $f$ from 75 and 300 donors agreed to 0.009.

## Is there magnetic order?

At leading order of the decimation, spins are correlated if they belong to the same cluster, whether a frozen singlet or a joined spin. The fraction of all donor pairs that are correlated is then about $\sum_c m_c^2/N^2$, where $m_c$ is the number of donors in cluster $c$. Long-range order, including a frozen random pattern, needs this fraction to stay finite as $N$ grows, so the mean size $\sum_cm_c^2/N$ would have to grow with $N$.

At 0.02 K the mean size is 2.04 for 75 donors and 2.07 for 300. Most of the system consists of singlet pairs and leftover single spins. Ferromagnetic bonds were the strongest in 3.6% of the steps, and the largest joined spin in any 300-donor sample was 3, which takes at least six donors. Such clusters are rare enough to leave the mean size near two.

This is evidence against order down to 0.02 K within the scheme. It is no proof for $T\to0$, because the weak correlations between clusters are left out and the joined spins could matter more at lower temperature.

## Setting the model beside real silicon

The chosen radius, permittivity and density are rough but typical for insulating phosphorus-doped silicon. The density is about 0.23 of the metallic threshold given by the rough criterion $n^{1/3}a=0.26$. Nearer the threshold, electron hopping makes a pure spin model doubtful.

The assumption most clearly broken is the hydrogenic donor. Its binding energy is half the effective hartree, 31 meV, against a real value of roughly 45 meV. Deeper binding shortens the tail to $2.0\sqrt{30.8/45}=1.65$ nm. With $J_0$, $\kappa$ and $n$ held fixed, this raises $\alpha$ to 0.73 on 12 samples, above both the 0.64 that the hydrogenic radius gives on the same 12 and the 0.68 from all 24. The direction agrees with (9), since a smaller reach means a smaller $v$.

Silicon's six valleys make the exchange oscillate with donor position, and its anisotropic mass makes the decay depend on direction. A simulation with rough values for both, again at fixed $J_0$ and $\kappa$, gives $0.69\pm0.01$ on 12 samples. The hydrogenic law gives 0.64 on the same 12 and 0.68 on all 24, so any change is at most a few hundredths and its sign is not settled. The valley law used is a crude product form with donors at continuous positions rather than lattice sites, so this is an indication and not a result for silicon. The hyperfine energy corresponds to about 6 mK, so the model should not be carried much below 20 mK. Equation (7) is the zero-field susceptibility and needs $g\mu_BB\ll kT$, which at 20 mK means fields well below about 15 mT. The dipolar energy at the mean spacing is about 1 µK and negligible here.

## What to choose

**Spin state.** Compute the lowest singlet and triplet of donor pairs with a correlated two-electron method where possible. The triplet and the up–down state with (2) are a substitute whose quality depends on the mean-field method. For the hydrogenic pair in a double-zeta basis, Hartree–Fock gives $J$ roughly 10% too small from $4.5a$ to $8a$, with nearly the right slope. The PBE functional gives $J$ about a third too large at $4.5a$ and the wrong sign at $8a$, so a density functional must be checked at large distance before use. Do not take the lowest pattern of moments in one many-donor cell as the state of the random system.

**Distances.** Cover the separations where $J(r)\approx ckT$. In the example, 5 to 0.02 K corresponds to roughly $4.5a$ to $8a$. Closer pairs are already frozen and enter through the denominators of (4).

**Accuracy.** At $8a$ the splitting is $61.5\text{ meV}\times3.44\times10^{-5}\approx2$ µeV, so the difference of two total energies must be converged well below that. A relative error common to all distances hardly affects the exponent, because it only shifts the temperature scale and the exponent varies slowly with temperature. A constant additive error is not harmless, since it distorts the small splittings most. Rules (4) and (5) are homogeneous: multiplying every $J$ by $\lambda$ multiplies every later bond by $\lambda$, so that $f(T)$ becomes $f(T/\lambda)$. A uniform factor of two moves the curve along the temperature axis by a factor of two. An error in the decay length changes the shape, because for law (1) the curve depends on $n(a/\kappa)^3$ and $kT/J_0$. Effort is best spent on the slope of $\ln J$.

**Generated bonds.** Keep them, and join ferromagnetic pairs when they are the strongest, so that the rules stay consistent. For the exponent the ferromagnetic bonds matter little here. Discarding them gave 0.653 from 12 samples, and the full rules give 0.644 on the same 12, a difference within the sampling error. The value 0.682 comes from 24 samples and should not be compared directly with 0.653. Dropping all renormalization gave 0.73 against 0.68 on the same 24 samples, a clearer change.

**Density.** Do not carry an exponent from one doping to another. At a tenth of the density and 0.2 K, $v=0.475$, and (9) gives $\alpha=1-0.291\times0.322=0.91$, close to the Curie law.

The complete tables are in the numerical output below.

## Computed results

```
donor radius a = 2.0 nm, permittivity 11.7
density n = 5.0e+17 cm^-3, n^(-1/3) = 12.60 nm
effective hartree = 61.5 meV = 714 K
pair distance (a), splitting (eff. hartree), splitting/k (K):
  3.0  8.481e-02  60.6
  4.5  1.091e-02  7.79
  6.0  1.006e-03  0.718
  8.0  3.440e-05  0.0246
fit: kappa = 1.569, J0/k = 7819 K
largest error of ln J: fit 0.15
change of ln J, double- to triple-zeta: 0.02
cutoff ratio c = 1.307
joining rules, largest relative error = 1.5e-03
samples: 24 of N = 300, 96 of N = 75
T (K), f full, f bare, f estimate, chi (SI, dimensionless):
   5.00 0.351 0.351 0.393 2.75e-07
   2.00 0.264 0.267 0.310 5.17e-07
   1.00 0.211 0.217 0.260 8.24e-07
   0.50 0.167 0.177 0.218 1.31e-06
   0.20 0.126 0.135 0.174 2.46e-06
   0.10 0.105 0.115 0.148 4.10e-06
   0.05 0.081 0.097 0.126 6.32e-06
   0.02 0.060 0.077 0.103 1.18e-05
ten donors: T (K), f decimation, f exact:
   5.00 0.381 0.360
   2.00 0.270 0.267
   1.00 0.219 0.213
   0.50 0.177 0.172
   0.20 0.131 0.125
   0.10 0.096 0.095
   0.05 0.059 0.068
   0.02 0.043 0.042
largest difference, ten donors = 0.021
alpha, 0.02-2 K = 0.682 +- 0.014
alpha, 0.2-2 K = 0.678; 0.02-0.2 K = 0.676
alpha, bare bonds = 0.730 +- 0.008
alpha, estimate at 0.2 K = 0.760
  there r = 13.14 nm, v = 4.75
alpha, ferro bonds discarded = 0.653 +- 0.014
share of ferromagnetic steps = 3.6 %
share of steps with rising gap = 0.4 %
mean cluster size: 2.07 (N=300), 2.04 (N=75)
largest cluster spin in any N=300 sample = 3.0
largest change of f between the two N = 0.009
alpha, valleys and anisotropy = 0.686 +- 0.012
central cell: tail radius 1.65 nm, alpha = 0.726 +- 0.008
hyperfine energy/k = 5.8 mK
dipolar energy/k at n^(-1/3) = 1.25 microkelvin
rough metallic density = 2.2e+18 cm^-3, n/n_metal = 0.23
```
